# The sideband-cooling phonon floor and the offset that sets it

## Problem

A mechanical mode of angular frequency \(\Omega\) is cooled by the light in an optical cavity. The cavity linewidth \(\kappa\), the full width at half maximum of the resonance in angular frequency, is one-fifth of \(\Omega\). The laser is tuned one mechanical frequency below the cavity resonance. What is the lowest mean phonon number that the light can produce under ideal conditions?

"Ideal" means four things. The light entering the cavity carries no noise beyond that of the vacuum. The laser has no frequency noise. The mechanical mode is coupled to no bath other than the light. The coupling is weak, so that the mode is damped much more slowly than the cavity. With the full-width convention, \(\kappa\) is also the rate at which the energy in the cavity decays; the field amplitude decays at \(\kappa/2\).

## A tempting solution

Light scattered by the moving mode appears in two sidebands. In the upper one, at the laser frequency plus \(\Omega\), each photon has removed a phonon. In the lower one, at the laser frequency minus \(\Omega\), each photon has added a phonon. The cavity enhances the upper sideband, which is on resonance. The lower sideband is displaced by \(\Omega\), so the Lorentzian response of the cavity suppresses it by

\[
\frac{A_+}{A_-}=\frac{\kappa^2/4}{\kappa^2/4+\Omega^2}=\frac{0.01}{0.01+1}=\frac1{101}.
\]

Here \(A_-\) and \(A_+\) measure the strengths of phonon removal and phonon addition. Balancing the two processes gives \(n=A_+/(A_--A_+)\), and therefore

\[
n=\frac{1}{A_-/A_+-1}=\frac1{101-1}=0.01 .
\]

## Where it fails

The balance formula is right, as shown below. The fault is the offset in the Lorentzian. The lower sideband does lie \(\Omega\) away from the laser, but the cavity response depends on the distance from the cavity resonance \(\omega_c\). The frequencies are

\[
\omega_{\rm laser}=\omega_c-\Omega,\qquad
\omega_{\rm upper}=\omega_c,\qquad
\omega_{\rm lower}=\omega_c-2\Omega .
\]

The unwanted sideband is \(2\Omega\) from resonance. Far out on a Lorentzian, doubling the offset reduces the response about fourfold, so the answer above is too large by about that factor. The derivation that follows fixes the factor and shows where the balance formula comes from.

## Right solution

### The linearized coupling

Mechanical displacement shifts the cavity frequency, which gives the interaction \(-\hbar g_0\,a^\dagger a\,(b+b^\dagger)\), where \(a\) and \(b\) remove a photon and a phonon. The laser maintains a mean amplitude \(\sqrt{n_c}\), chosen real, with \(n_c\) the mean photon number. Replacing \(a\) by \(\sqrt{n_c}+a\), so that \(a\) now denotes the fluctuation, gives

\[
a^\dagger a\;\to\; n_c+\sqrt{n_c}\,(a+a^\dagger)+a^\dagger a .
\]

The first term is a steady force. It displaces the mechanical rest position and shifts the cavity frequency slightly; both are absorbed into the definitions of \(b\) and of the detuning. The last term lacks the large factor \(\sqrt{n_c}\) and is dropped. In the frame rotating at the laser frequency,

\[
\frac{H}{\hbar}=-\Delta\,a^\dagger a+\Omega\,b^\dagger b-g\,X\,(b+b^\dagger),
\]

with \(X=a+a^\dagger\), \(g=g_0\sqrt{n_c}\) and \(\Delta=\omega_{\rm laser}-\omega_c\). A negative \(\Delta\) means a laser below resonance.

### The noise of the cavity light

To lowest order in \(g\), the rates follow from the fluctuations of \(X\) in the absence of the mechanical mode. The cavity fluctuation then obeys

\[
\dot a=\left(i\Delta-\frac{\kappa}{2}\right)a+\sqrt\kappa\,a_{\rm in},
\]

where \(a_{\rm in}\) is vacuum noise. In the steady state the fluctuation is in its vacuum, so \(\langle aa^\dagger\rangle=1\), while \(\langle a^\dagger a\rangle\), \(\langle aa\rangle\) and \(\langle a^\dagger a^\dagger\rangle\) vanish. Input noise arriving after time zero is uncorrelated with \(X(0)\). Hence, for \(t>0\),

\[
\langle X(t)X(0)\rangle=\langle a(t)a^\dagger(0)\rangle=e^{(i\Delta-\kappa/2)t}.
\]

Because \(X\) is Hermitian and the state is stationary, the correlation at \(-t\) is the complex conjugate of that at \(t\). The two halves of the Fourier integral therefore add to twice a real part:

\[
\begin{aligned}
S(\omega)&=\int_{-\infty}^{\infty}e^{i\omega t}\langle X(t)X(0)\rangle\,dt
=2\,{\rm Re}\,\frac{1}{\kappa/2-i(\omega+\Delta)}\\
&=\frac{\kappa}{\kappa^2/4+(\omega+\Delta)^2}.
\end{aligned}
\]

The spectrum is not symmetric in \(\omega\). Its value at \(+\Omega\) describes the ability of the light to absorb energy \(\hbar\Omega\), and its value at \(-\Omega\) the ability to supply it.

### From the noise to the rates

Let the mode start with \(n\) phonons. Removing one brings a matrix element \(\sqrt n\) and a time factor \(e^{-i\Omega t}\). First-order perturbation theory gives the amplitude for the light to pass from its initial state \(i\) to a state \(f\) during a time \(T\):

\[
c_f=ig\sqrt n\int_0^T e^{-i\Omega t}\langle f|X(t)|i\rangle\,dt .
\]

Squaring and summing over all \(f\) gives

\[
\sum_f|c_f|^2=g^2n\int_0^T\!\!\int_0^T e^{i\Omega(t'-t)}\langle X(t')X(t)\rangle\,dt\,dt'
\simeq g^2n\,S(\Omega)\,T .
\]

The last step needs \(T\) much longer than the correlation time, of order \(1/\kappa\), yet short enough that a jump is still unlikely. Both can hold only when the jumps are slow compared with \(\kappa\), which is where weak coupling enters.

Adding a phonon brings \(\sqrt{n+1}\) and \(e^{+i\Omega t}\) instead. The downward and upward rates are therefore \(nA_-\) and \((n+1)A_+\), with

\[
A_-=g^2S(\Omega)=\frac{g^2\kappa}{\kappa^2/4+(\Delta+\Omega)^2},\qquad
A_+=g^2S(-\Omega)=\frac{g^2\kappa}{\kappa^2/4+(\Delta-\Omega)^2}.
\]

At \(\Delta=-\Omega\) the bracket in \(A_-\) vanishes and the one in \(A_+\) is \(-2\Omega\). This is the double offset that the tempting solution missed.

### The balance

The probability \(P_n\) of finding \(n\) phonons changes according to

\[
\dot P_n=A_-[(n+1)P_{n+1}-nP_n]+A_+[nP_{n-1}-(n+1)P_n].
\]

Multiply by \(n\) and sum. In the terms containing \(P_{n+1}\) and \(P_{n-1}\), rename the index so that each contains \(P_n\):

\[
\begin{aligned}
\frac{d\bar n}{dt}&=A_-\sum_n[n(n-1)-n^2]P_n+A_+\sum_n[(n+1)^2-n(n+1)]P_n\\
&=-A_-\bar n+A_+(\bar n+1)
=-(A_--A_+)\bar n+A_+ .
\end{aligned}
\]

The mean number relaxes at the optical damping rate \(\Gamma=A_--A_+\), which is positive for \(\Delta<0\). Setting the derivative to zero gives

\[
n_{\min}=\frac{A_+}{A_--A_+}.
\]

The residual phonons come from the "1" in \(n+1\): even a mode in its ground state can receive a phonon from the vacuum noise of the light.

### The value asked for

At \(\Delta=-\Omega\),

\[
\frac{A_-}{A_+}=\frac{\kappa^2/4+4\Omega^2}{\kappa^2/4}=1+\frac{16\Omega^2}{\kappa^2}.
\]

Subtracting 1 and inverting gives

\[
n_{\min}=\left(\frac{\kappa}{4\Omega}\right)^2=\left(\frac1{20}\right)^2=0.0025 .
\]

The 1 cancels, so within the weak-coupling model this formula does not require \(\kappa\ll\Omega\). For a broad cavity, however, weak coupling demands more than slow damping: the light must also shift the mechanical frequency by much less than \(\Omega\).

In the steady state the flow between neighbouring levels balances, \((n+1)A_-P_{n+1}=(n+1)A_+P_n\). The populations thus form a geometric series with ratio \(A_+/A_-=1/401=0.002494\), and the ground state has probability \(1-1/401=0.9975\).

Two calculations that do not use jump rates test this result. The steady covariance equation of the linear model, solved at \(g=2\times10^{-4}\,\Omega\), gives 0.002500. A master equation with three cavity levels and five mechanical levels, at \(g=5\times10^{-4}\,\Omega\), gives 0.002500 and a population ratio \(P_1/P_0=0.002494\).

The convention for the linewidth matters as much as the offset. If "linewidth" had meant the half width, the full width would be \(2\Omega/5\) and the floor \((1/10)^2=0.01\). This coincides with the tempting answer, although the reason is different.

## Is this the best detuning?

For general \(\Delta<0\), inserting the two Lorentzians into the balance formula gives

\[
n_{\min}(\Delta)=\frac{\kappa^2/4+(\Delta+\Omega)^2}{(\Delta-\Omega)^2-(\Delta+\Omega)^2}
=\frac{\kappa^2/4+(\Delta+\Omega)^2}{-4\Delta\Omega}.
\]

Write \(D=-\Delta>0\) and expand the square:

\[
n_{\min}=\frac1{4\Omega}\left(D+\frac{\Omega^2+\kappa^2/4}{D}\right)-\frac12 .
\]

The derivative with respect to \(D\) vanishes at \(D^2=\Omega^2+\kappa^2/4\). This is a minimum, because the bracket grows without limit for both small and large \(D\). There the two terms in the bracket are equal, so

\[
n_{\rm best}=\frac12\left(\sqrt{1+\frac{\kappa^2}{4\Omega^2}}-1\right).
\]

For \(\kappa=\Omega/5\) the best detuning is \(-1.005\,\Omega\) and the floor there is 0.002494. The value at \(\Delta=-\Omega\) is thus not quite the minimum, but the two agree to two significant figures.

How closely the two floors agree depends on \(\kappa/\Omega\). For \(\kappa\ll\Omega\), expanding the root gives \(n_{\rm best}\simeq\kappa^2/16\Omega^2\), the same as at \(\Delta=-\Omega\). For \(\kappa\gg\Omega\), the root is approximately \(\kappa/2\Omega\). The best detuning then approaches \(-\kappa/2\), and \(n_{\rm best}\simeq\kappa/4\Omega\), which is much greater than 1. Under the ideal conditions assumed here, a broad cavity cannot bring the mode near its ground state at any detuning.

## A device example

Take round parameters in the rough regime of silicon optomechanical crystals: \(\Omega/2\pi=5\) GHz, \(\kappa/2\pi=1\) GHz, a wavelength of 1550 nm, \(g_0/2\pi=1\) MHz and \(n_c=1000\). The optical quality factor is then \(1.9\times10^5\). The coupling is \(g/2\pi=\sqrt{1000}\times1\ {\rm MHz}=31.6\) MHz. With every rate divided by \(2\pi\),

\[
\frac{A_-}{2\pi}=\frac{4(31.62)^2}{1000}\ {\rm MHz}=4.00\ {\rm MHz},\qquad
\frac{A_+}{2\pi}=\frac{4.00\ {\rm MHz}}{401}=9.98\ {\rm kHz}.
\]

The damping is \(\Gamma/2\pi=3.99\) MHz, far below the cavity linewidth, and \(9.975/3990=0.0025\) as required. Solving the linear model at this finite coupling gives 0.00252, which is 0.8 % above the weak-coupling floor.

A thermal mode with mean number \(n\) satisfies \(n=1/(e^{\hbar\Omega/k_BT}-1)\), so

\[
T=\frac{\hbar\Omega}{k_B\ln(1+1/n)} .
\]

For \(n=0.0025\) this is 40 mK. The light therefore acts on the mode like a bath at 40 mK.

### The mechanical bath

A real mode also exchanges energy with its surroundings at a rate \(\gamma\), towards a thermal occupation \(n_{\rm th}\). Adding the two relaxations gives

\[
\frac{d\bar n}{dt}=-\Gamma(\bar n-n_{\min})-\gamma(\bar n-n_{\rm th}),\qquad
n_f=\frac{\Gamma n_{\min}+\gamma n_{\rm th}}{\Gamma+\gamma}.
\]

Let the mechanical quality factor be \(10^5\), so that \(\gamma/2\pi=50\) kHz. At 4 K, \(n_{\rm th}=16.17\), and

\[
n_f=\frac{3.99\times0.0025+0.05\times16.17}{3.99+0.05}=0.203 .
\]

This is about eighty times the ideal floor, and nearly all of it comes from the bath. The full linear model gives 0.2035, compared with 0.2026 from the rates when one more digit is kept.

At 20 mK, with the quality factor held fixed, \(n_{\rm th}=6\times10^{-6}\) and the full model gives \(n_f=0.00249\). The laser now warms the mode to about 40 mK, the temperature that the light imitates, although the surroundings are at 20 mK.

The bath and the light contribute equally when \(n_{\rm th}=\Gamma n_{\min}/\gamma=0.20\), which corresponds to a bath at 134 mK.

### Laser frequency noise

Let the laser phase be \(\phi(t)\), and let \(\dot\phi\) be white noise with two-sided spectral density \(S_\phi\). In a frame that follows the phase, the noise drives the cavity fluctuation through a term \(i\sqrt{n_c}\,\dot\phi\); its sign does not affect the result. With the response \(\chi(\omega)=1/[\kappa/2-i(\omega+\Delta)]\), the resulting noise in \(X=a+a^\dagger\) is

\[
X(\omega)=i\sqrt{n_c}\,\dot\phi(\omega)\,[\chi(\omega)-\chi^*(-\omega)].
\]

At \(\omega=\Omega\) and \(\Delta=-\Omega\),

\[
|\chi(\Omega)-\chi^*(-\Omega)|^2=\left|\frac2\kappa-\frac1{\kappa/2-2i\Omega}\right|^2
=\frac4{\kappa^2}\,\frac{4\Omega^2}{\kappa^2/4+4\Omega^2}.
\]

This noise is classical and has the same strength at \(\pm\Omega\). It raises \(A_-\) and \(A_+\) equally, leaves \(\Gamma\) unchanged, and adds its rate divided by \(\Gamma\) to the phonon number. The damping contains the same fraction:

\[
\Gamma=\frac{4g^2}{\kappa}-\frac{g^2\kappa}{\kappa^2/4+4\Omega^2}
=\frac{4g^2}{\kappa}\,\frac{4\Omega^2}{\kappa^2/4+4\Omega^2}.
\]

The fractions cancel, which leaves an addition of \(n_cS_\phi/\kappa\) phonons.

White frequency noise makes the phase variance grow as \(S_\phi|t|\). For Gaussian noise the coherence then decays as \(e^{-S_\phi|t|/2}\), so the laser line has full width \(S_\phi\). The linewidth that adds one floor is

\[
\frac{S_\phi}{2\pi}=\frac{0.0025\times1\ {\rm GHz}}{1000}=2.5\ {\rm kHz}.
\]

What matters physically is the noise density at an offset of 5 GHz. The linewidth measures it only if the noise is white out to that frequency.

### Heating by absorbed light

Absorbed light also heats the device, which the model above leaves out. Suppose heat leaves the device through \(N\) ballistic phonon channels, each carrying

\[
\int_0^\infty\frac{h\nu\,d\nu}{e^{h\nu/k_BT}-1}=\frac{(k_BT)^2}{h}\,\frac{\pi^2}{6}.
\]

Take \(N=8\), for four massless modes at each end of a beam, and let the far ends be at 20 mK. Keeping the beam below the 134 mK found above then permits an absorbed power of

\[
P=N\,\frac{\pi^2k_B^2}{6h}\,(T^2-T_0^2)\approx66\ {\rm fW}.
\]

One source of heat that can be estimated from bulk constants is two-photon absorption: silicon absorbs pairs of 1550 nm photons. The intensity obeys \(dI/dz=-\beta I^2\), so the power lost per unit volume is \(\beta I^2\). For stored energy \(U\) spread evenly over a volume \(V\), the intensity is \(I=vU/V\), with \(v\) the speed of light in the material, and the absorbed power is \(\beta v^2U^2/V\). Rough values \(\beta=1\) cm/GW, refractive index 3.5 and \(V=0.1\ \mu{\rm m}^3\) give 12 nW, about \(2\times10^5\) times the permitted power.

This is an order-of-magnitude estimate. It assumes that all absorbed power warms the phonons to which the mode is coupled. It ignores the standing-wave pattern of the light, which changes the absorption by a factor of order one. It also ignores the higher acoustic modes of the beam, which can already carry part of the heat at 134 mK and would carry much more at higher temperatures. For that reason it does not predict the final temperature. The excess is nevertheless so large that, with these parameters and continuous drive, the estimate rules out the ideal floor. Lowering \(n_c\) reduces two-photon heating as \(n_c^2\), but it also reduces \(\Gamma\) in proportion to \(n_c\), so the mode becomes more sensitive to its bath. Two-photon absorption is also not the only source of heat. Single photons are absorbed at surfaces and defects, and this heating falls only in proportion to \(n_c\). The cavity loses \(\kappa U=0.8\ \mu\)W in all, so an absorbed fraction above about \(8\times10^{-8}\) already exceeds the permitted 66 fW. An absorption-limited optical quality factor of \(10^7\), for example, would give \(\omega_cU/10^7=16\) nW, more than the two-photon value at \(n_c=1000\) and dominant at lower photon numbers. The 12 nW is therefore only one part of the heating.

### Comparison with real devices

Gigahertz mechanical frequencies, optical quality factors of order \(10^5\) to \(10^6\) and \(g_0/2\pi\) near 1 MHz are representative of silicon optomechanical crystals. Two choices are less so. A mechanical quality factor of \(10^5\) is reasonable near 4 K, but values at millikelvin temperatures can be far higher. A thousand photons is a strong continuous drive for a device at 20 mK. The assumption that the mode has no mechanical bath fails clearly at 4 K: with the parameters above, the bath moves the result from 0.0025 to 0.20, even before absorption heating is counted. The number 0.0025 is the limit set by the quantum noise of the light, not a forecast of the phonon number in such a device. The numerical output below lists the values used here.

## Numbers as computed

```
IDEAL FLOOR
kappa/Omega = 0.200 (dimensionless)
floor at detuning -Omega, formula = 0.002500 phonons
same, covariance equation = 0.002500 phonons
same, master equation = 0.002500 phonons
gain/loss ratio A+/A- = 0.002494 (dimensionless)
population ratio P1/P0, master eq. = 0.002494
ground-state probability = 0.99751
best detuning = -1.004988 Omega
floor at best detuning = 0.002494 phonons
floor if linewidth meant half width = 0.0100 phonons
DEVICE EXAMPLE
mechanical frequency = 5.00 GHz
cavity linewidth (FWHM) = 1.00 GHz
wavelength = 1550 nm
optical quality factor = 1.934e+05
single-photon coupling g0/2pi = 1.00 MHz
intracavity photons = 1000
coupling g/2pi = 31.62 MHz
mechanical quality factor = 1.0e+05
mechanical damping gamma/2pi = 50.0 kHz
loss coefficient A-/2pi = 4.0000 MHz
gain coefficient A+/2pi = 9.9751 kHz
optical damping/2pi = 3.9900 MHz
floor A+/(A- - A+) = 0.002500 phonons
temperature equivalent to floor = 40.0 mK
NEGLECTED EFFECTS
floor at this finite coupling = 0.002520 phonons
relative finite-coupling change = 0.80 %
bath occupation at 4 K = 16.174 phonons
final number, 4 K bath, rates = 0.2026 phonons
final number, 4 K bath, full model = 0.2035 phonons
bath occupation at 20 mK = 6.16e-06 phonons
final, 20 mK bath, rates = 0.002469 phonons
final, 20 mK bath, full model = 0.002489 phonons
bath occupation adding one floor = 0.1995 phonons
bath temperature for that = 133.8 mK
laser linewidth adding one floor = 2.50 kHz
phonon heat channels = 8; cold end = 20 mK
permitted absorbed power = 66.2 fW
two-photon coefficient (rough) = 1.0 cm/GW
refractive index (rough) = 3.5
mode volume (rough) = 0.10 um^3
two-photon absorbed power = 12.1 nW
two-photon/permitted power = 1.8e+05
total power leaving cavity = 0.805 uW
permitted absorbed fraction of it = 8.2e-08
```
